# The many-body rank of the CCSD transformed Hamiltonian

## Problem

Take a reference determinant \(|0\rangle\) with occupied spin orbitals \(i,j,k,l,m\) and virtual spin orbitals \(a,b,c,d,e,f\); the letters \(p,q,r,s\) stand for either kind. Write \(p^\dagger\) and \(p\) for the operators that create and annihilate an electron in spin orbital \(p\). The Hamiltonian and the cluster operators are

\[
H=\sum_{pq}h_{pq}\,p^\dagger q+\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,p^\dagger q^\dagger s\,r ,
\]
\[
T_1=\sum_{ia}t_i^a\,a^\dagger i,\qquad T_2=\tfrac14\sum_{ijab}t_{ij}^{ab}\,a^\dagger b^\dagger j\,i ,
\]

with integrals and amplitudes antisymmetric within each index pair. Let \(\bar H=e^{-T}He^{T}\).

An \(n\)-body term is a product of \(n\) electron creators and \(n\) electron annihilators, normal ordered with respect to \(|0\rangle\).

1. What is the highest rank \(n\) in \(\bar H\) when \(T=T_1\), and when \(T=T_1+T_2\)?
2. Which blocks of \(\bar H\) are needed in the space of the reference, singles and doubles?

## A tempting solution

The CCSD doubles equation is \(\langle\Phi_{ij}^{ab}|\bar H|0\rangle=0\). The Hamiltonian can lower the excitation level by at most two, and each \(T_2\) raises it by two. A term with \(k\) factors of \(T_2\) therefore ends at level \(2k-2\) or higher. The bra has level two, so \(k\le2\): the equation is at most quadratic in \(T_2\).

Each \(T_2\) linked to \(H\) by one contraction adds one to the rank, because \(2+2-1=3\), and so on. Two factors of \(T_2\) give rank \(2+2=4\). So, it seems, \(\bar H\) has at most four-body terms. A four-body term can take four quasiparticles in and give four out, which is what a map from doubles to doubles requires. The singles-doubles space would then need every block up to four-body.

## Where it fails

The limit \(k\le2\) comes from the bra \(\langle\Phi_{ij}^{ab}|\), not from \(\bar H\). With a sextuply excited bra the same count reads \(2k-2\le6\), which admits \(k=4\). The projection hides these terms without removing them from the operator.

The second conclusion fails separately. Rank fixes the total number of operators in a term, but not how many of them annihilate quasiparticles. A four-body term acts on a double and returns a double only if it has four annihilators and four creators, and nothing above shows that \(\bar H\) contains such a term. Both questions need a count made on the operator itself.

## Solution

### How the elementary operators change

Relative to \(|0\rangle\), a particle is an electron in a virtual orbital and a hole is a missing electron in an occupied one. The quasiparticle creators are \(a^\dagger\) and \(i\); the quasiparticle annihilators are \(a\) and \(i^\dagger\), which both give zero on \(|0\rangle\).

All quasiparticle creators anticommute with one another. \(T\) is built from even products of them, so each creator commutes with \(T\) and is unchanged by the transformation. For an annihilator \(x\),

\[
e^{-T}x\,e^{T}=x+[x,T]+\tfrac12[[x,T],T]+\dots
\]

The commutator \([x,T]\) contains creators alone, as the next lines show. It therefore commutes with \(T\), and the series stops after its second term.

For \(T_1\), move the annihilator to the right:

\[
a\,c^\dagger k=\delta_{ac}k-c^\dagger a\,k=\delta_{ac}k+c^\dagger k\,a ,
\]
\[
i^\dagger c^\dagger k=-c^\dagger i^\dagger k=-\delta_{ik}c^\dagger+c^\dagger k\,i^\dagger .
\]

Hence \([a,T_1]=\sum_k t_k^a\,k\) and \([i^\dagger,T_1]=-\sum_c t_i^c\,c^\dagger\).

For \(T_2\), the same moves give

\[
[a,\,c^\dagger d^\dagger l\,k]=(\delta_{ac}d^\dagger-\delta_{ad}c^\dagger)\,l\,k,\qquad
[i^\dagger,\,c^\dagger d^\dagger l\,k]=c^\dagger d^\dagger(\delta_{il}k-\delta_{ik}l).
\]

Multiply by \(\tfrac14t_{kl}^{cd}\) and sum. In each case the antisymmetry of \(t\) makes the two terms equal, which turns \(\tfrac14\) into \(\tfrac12\). In the second case \(t_{ki}^{cd}=-t_{ik}^{cd}\) supplies a minus sign. The full result is

\[
a\to a+\sum_k t_k^a\,k+Y_a,\qquad Y_a=\tfrac12\sum_{kld}t_{kl}^{ad}\,d^\dagger l\,k,
\]
\[
i^\dagger\to i^\dagger-\sum_c t_i^c\,c^\dagger+X_i,\qquad X_i=-\tfrac12\sum_{kcd}t_{ik}^{cd}\,c^\dagger d^\dagger k .
\]

Because \(e^{-T}xy\,e^{T}=(e^{-T}xe^{T})(e^{-T}ye^{T})\), \(\bar H\) is obtained by making these replacements in every factor of \(H\).

### \(T_1\) alone

Each operator is replaced by a sum of single operators. Let \(\tau\) be the matrix whose nonzero elements are \(\tau_{ai}=t_i^a\). Then

\[
s\to\sum_q(1+\tau)_{sq}\,q,\qquad r^\dagger\to\sum_p(1-\tau)_{pr}\,p^\dagger .
\]

Inserting these in \(H\) leaves its form intact, with new integrals

\[
\tilde h=(1-\tau)\,h\,(1+\tau),
\]
\[
\widetilde{\langle pq\|rs\rangle}=\sum_{p'q'r's'}(1-\tau)_{pp'}(1-\tau)_{qq'}\langle p'q'\|r's'\rangle(1+\tau)_{r'r}(1+\tau)_{s's}.
\]

Normal ordering can only remove pairs of operators, so it does not raise the rank. **With \(T=T_1\), \(\bar H\) has at most two-body terms**, whatever the size of \(T_1\). Since \(\tau^2=0\), \(1-\tau\) is the inverse of \(1+\tau\). It is not in general its adjoint, so the new integrals need not be Hermitian.

### Singles and doubles together

Consider one product of four operators from the two-electron part of \(H\). Suppose \(s\) of its factors are replaced by a cubic operator \(X\) or \(Y\). Each such replacement turns one operator into three, so the product has \(4+2s\) operators. A replacement by the \(T_1\) part leaves this number unchanged.

Now normal order the product. A term with \(r\) contractions has lost \(r\) annihilators and \(r\) creators. It has \(4+2s-2r\) operators, and its rank is half of that:

\[
n=2+s-r .
\]

Let \(d\) be the number of quasiparticle annihilators left in the term. They can come only from factors of \(H\) that were not replaced, of which there are at most \(4-s\), and each contraction uses up one:

\[
d\le4-s-r .
\]

Adding the two relations gives

\[
n+d\le6-2r\le6 .
\]

The one-electron part starts with two operators. There \(n=1+s-r\) and \(d\le2-s-r\), so \(n+d\le3\).

**With \(T=T_1+T_2\), \(\bar H\) has at most six-body terms.** Rank six requires \(s-r=4\). Since \(s\le4\), this means \(s=4\), \(r=0\) and \(d=0\). All four factors of \(H\) must be quasiparticle annihilators, and all four must be replaced by their cubic parts. The only piece of \(H\) with four annihilators is \(\tfrac14\sum\langle ij\|ab\rangle i^\dagger j^\dagger b\,a\), so

\[
W_6=\tfrac14\sum_{ijab}\langle ij\|ab\rangle\,X_iX_jY_bY_a .
\]

Each \(X\) creates two particles and one hole, and each \(Y\) creates one particle and two holes. Together they create six of each: \(W_6\) is a pure sextuple excitation, of fourth order in \(T_2\) and free of \(T_1\). It vanishes if there are fewer than six occupied or fewer than six virtual spin orbitals, because some creator would then appear twice. Special integrals or amplitudes can also make it vanish. The example below has a nonzero value, so the bound of six is reached.

The same count covers a cluster operator \(T_m\) that excites \(m\) electrons. Its commutator with an annihilator has \(2m-1\) operators, so each replacement adds \(m-1\) to the rank. Four replacements give a highest possible rank of \(2+4(m-1)=4m-2\): two for singles, six for doubles and ten for triples.

### Blocks in the singles-doubles space

Label a block by (created | annihilated), with \(p\) for a particle and \(h\) for a hole. For example, \((pph|p)\) annihilates one particle and creates two particles and a hole. Every determinant in the space has at most two particles and two holes, so no more than two of either kind may be annihilated or created.

Conservation of electrons also requires that particles minus holes be the same on both sides. The possible sets on either side are therefore grouped as follows:

- difference 0: \(0\), \(ph\), \(pphh\), giving \(3\times3=9\) blocks;
- difference \(+1\): \(p\), \(pph\), giving 4 blocks;
- difference \(-1\): \(h\), \(phh\), giving 4 blocks;
- differences \(+2\) and \(-2\): \((pp|pp)\) and \((hh|hh)\), giving 2 blocks.

Of these 19 candidates, the rule \(n+d\le6\) removes two. The block \((pphh|pphh)\) has \(n+d=4+4=8\), and \((ph|pphh)\) has \(3+4=7\). The first is the four-body block that the tempting solution asked for. The remaining 17 are

- scalar: \((0|0)\);
- one-body: \((0|ph)\), \((p|p)\), \((h|h)\), \((ph|0)\);
- two-body: \((0|pphh)\), \((p|pph)\), \((h|phh)\), \((pp|pp)\), \((hh|hh)\), \((ph|ph)\), \((pph|p)\), \((phh|h)\), \((pphh|0)\);
- three-body: \((pphh|ph)\), \((pph|pph)\), \((phh|phh)\).

Only blocks without annihilators survive on \(|0\rangle\). The CCSD equations \(\langle\Phi_i^a|\bar H|0\rangle=0\) and \(\langle\Phi_{ij}^{ab}|\bar H|0\rangle=0\) therefore state that \((ph|0)\) and \((pphh|0)\) vanish. At convergence the scalar and 14 operator blocks are left. Quasiparticles that a block does not touch are spectators, and adding them shows where each block acts:

- singles to reference: \((0|ph)\); doubles to reference: \((0|pphh)\);
- singles to singles: scalar, \((p|p)\), \((h|h)\), \((ph|ph)\);
- doubles to singles: \((0|ph)\), \((p|pph)\), \((h|phh)\);
- singles to doubles: \((pph|p)\), \((phh|h)\), \((pphh|ph)\);
- doubles to doubles: scalar, \((p|p)\), \((h|h)\), \((pp|pp)\), \((hh|hh)\), \((ph|ph)\), \((pph|pph)\), \((phh|phh)\).

On the reference itself the scalar acts alone, and it equals the electronic CCSD energy.

### The three-body blocks need no six-index storage

Take \((pph|pph)\). It has \(n=d=3\), which forces \(s=1\) and \(r=0\). It arises when \(i^\dagger\) or \(j^\dagger\) in \(\tfrac14\sum\langle ij\|ab\rangle i^\dagger j^\dagger b\,a\) is replaced by \(X\). After normal ordering, exchanging the labels \(i\) and \(j\) makes the two terms equal, so

\[
W_{(pph|pph)}=\tfrac12\sum_{ijab}\langle ij\|ab\rangle\,X_i\,j^\dagger b\,a .
\]

Apply it to a doubles vector \(R_2|0\rangle\) with \(R_2=\tfrac14\sum r_{km}^{ef}e^\dagger f^\dagger m\,k\). Removing the two particles gives \(b\,a\,R_2|0\rangle=\tfrac12\sum_{km}r_{km}^{ab}\,m\,k|0\rangle\). Then \(j^\dagger m\,k|0\rangle=(\delta_{jm}k-\delta_{jk}m)|0\rangle\), and antisymmetry makes the two terms equal:

\[
j^\dagger b\,a\,R_2|0\rangle=-\sum_m r_{jm}^{ab}\,m|0\rangle .
\]

With \(G_{im}=\tfrac12\sum_{jab}\langle ij\|ab\rangle r_{jm}^{ab}\), and with \(X_i\) written out,

\[
W_{(pph|pph)}R_2|0\rangle=-\sum_{im}G_{im}X_i\,m|0\rangle
=\tfrac12\sum_{imkcd}G_{im}\,t_{ik}^{cd}\,c^\dagger d^\dagger k\,m|0\rangle .
\]

The three-body operator acts through the two-index quantity \(G\). Each of the two steps runs over five indices.

The other two blocks factor in the same way. With \(n=3\) and \(d\ge2\), the relations \(s-r=1\) and \(s+r\le2\) force \(s=1\) and \(r=0\), and the one-electron part, with \(n+d\le3\), cannot contribute. Each term is therefore one \(X\) or \(Y\) times three single operators, weighted by a two-electron integral, which may be dressed by \(T_1\). In \((phh|phh)\) the three operators remove two holes and one particle from the double and leave its other particle. In \((pphh|ph)\) two of them remove the particle and the hole of the single, and the third is a creator. In both cases the sum over the annihilated indices leaves a two-index intermediate, labelled by the index of \(X\) or \(Y\) and one remaining orbital.

## A chain of six hydrogen atoms

A linear H\(_6\) chain with equal spacings of 2.0 bohr in the STO-3G basis has six occupied and six virtual spin orbitals, just enough for \(W_6\). The small basis makes this an illustration of the operator structure, not a prediction for experiment. The numbers below are far from converged in the basis: the CCSD energy of \(-3.217\) hartree becomes \(-3.314\) in 6-31G and \(-3.356\) in cc-pVDZ, and the largest doubles amplitude falls from 0.226 to 0.192 and 0.167.

The amplitudes come from a restricted Hartree–Fock and CCSD calculation. The largest are \(|t_i^a|=0.0087\) and \(|t_{ij}^{ab}|=0.226\). The matrix of \(\bar H\) was then formed from \(e^{-T}He^{T}\) in the whole Fock space of \(2^{12}=4096\) determinants, where the exponential series has no terms beyond the sixth power of \(T\). A matrix element between two determinants is a signed sum of normal-ordered coefficients, one for each set of spectators they share. Solving these relations from the smallest sets upwards yields every coefficient. The largest magnitudes at each rank are:

| Rank \(n\) | Largest coefficient (hartree) |
|---|---|
| 1 | 0.943 |
| 2 | 0.490 |
| 3 | \(2.4\times10^{-2}\) |
| 4 | \(4.7\times10^{-3}\) |
| 5 | \(1.6\times10^{-4}\) |
| 6 | \(7.0\times10^{-6}\) |

From rank seven to rank twelve nothing exceeds about \(10^{-13}\) hartree, the level of rounding. For comparison, a random \(T_1\) with elements up to 0.755 in place of \(T\) changes the two-electron integrals by up to 0.20 hartree. Yet its coefficients of ranks three to eight stay below \(10^{-13}\) hartree.

The scalar is \(-7.567\) hartree. The nuclear repulsion is

\[
\tfrac1{2.0}\left(5+\tfrac42+\tfrac33+\tfrac24+\tfrac15\right)=4.350\ \text{hartree},
\]

and the sum, \(-3.217\) hartree, is the CCSD energy.

With six occupied and six virtual spin orbitals there is one sextuple excitation, and its coefficient has magnitude \(6.99\times10^{-6}\) hartree; the sign depends on the order chosen for the twelve creators. A product of the largest factors in \(W_6\) gives a scale to compare with. The block \((0|pphh)\) has \(d=4\), so \(s=r=0\) and it holds the bare integrals \(\langle ij\|ab\rangle\), the largest being 0.107 hartree. Then \(0.107\times0.226^4\approx2.8\times10^{-4}\) hartree, some 40 times the actual value. The product is not a bound, since \(W_6\) is a sum of many terms of either sign.

This coefficient is also the matrix element \(\langle\Phi_6|\bar H|0\rangle\), where \(\Phi_6\) is the sextuply excited determinant. If \(e^{T}|0\rangle\) were an exact eigenstate in this basis, every such element between an excited determinant and the reference would vanish. CCSD imposes this for singles and doubles alone. The largest elements left over are \(9.3\times10^{-3}\) hartree for triples and \(4.7\times10^{-3}\) hartree for quadruples.

The three-body blocks matter for excited states. In equation-of-motion CCSD, excitation energies are the eigenvalues of \(\bar H\) in the singles-doubles space minus the scalar. Diagonalization gives a lowest excitation, to a triplet state, of 0.1455 hartree (3.96 eV). Leaving out the three-body blocks gives 0.1495 hartree (4.07 eV), a shift of

\[
4.069-3.958=0.111\ \text{eV},
\]

or 2.8 % of the full EOM-CCSD value. The excitation energy itself depends strongly on the basis: it is 3.18 eV in 6-31G and 3.19 eV in cc-pVDZ, about 0.8 eV lower. The effect of the three-body blocks changes much less, to 0.095 eV or 3.0 % in 6-31G. Leaving out the four-, five- and six-body terms changes nothing here, because none of them acts within this space.
